Step pairing under logarithmic attraction: the rate law φ(2π−φ), part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the step force to the growth rate

### Definitions and conventions

A vicinal surface is a staircase of flat terraces separated by atomic steps. All steps here are straight, parallel and of the same sign: each one goes down by the height h as x increases. The axis x lies in the surface, perpendicular to the steps. Step n, with n any integer, sits at

x_n = nL + u_n,

where L is the mean spacing and u_n a displacement. All energies are per unit length of step. A force f_n on a step is therefore an energy per area, and it is positive when it pushes the step towards larger x, which is the direction in which the step advances by taking up atoms.

The model has two ingredients. Every pair of steps has the interaction energy

W(x_i − x_j) = α ln|x_i − x_j|, α > 0. (1)

The energy rises with distance, so the steps attract. The unit of length inside the logarithm only adds a constant. The second ingredient is a local linear mobility M,

dx_n/dt = M f_n, f_n = −∂W_total/∂x_n. (2)

"Local" means that the velocity of a step depends on the force on that step alone. A disturbance with a fixed phase shift φ from one step to the next is written

u_n = A exp(inφ + st), 0 ≤ φ ≤ 2π. (3)

The physical displacement is the real part. The number s is the growth rate of the disturbance and has nothing to do with the thickening of the film; the deposition flux is zero throughout. Phases φ and 2π − φ describe the same set of real patterns, because exp[in(2π − φ)] = exp(−inφ). For 0 < φ ≤ π the disturbance has the wavelength 2πL/φ. At φ = π neighbouring steps move oppositely and approach in pairs.

The result to be derived is

s(φ) = (Mα/2L²) φ(2π − φ), (4)

with its maximum s(π) = π²Mα/(2L²). It holds to first order in u/L, for an infinite train at fixed alloy composition.

### Why the attraction is logarithmic

Let the film be held at a misfit strain ε, with the same elastic constants as the substrate, Young modulus Y and Poisson ratio ν. Both in-plane directions are strained equally and the surface is free, so the in-plane stress of a flat film has magnitude

σ = Yε/(1 − ν).

On a stepped surface this uniform stress leaves an unbalanced traction wherever the surface is tilted. For small slopes the traction is σ times the slope. Integrated across one step, it amounts to a line force of magnitude

F = σh = Yεh/(1 − ν). (5)

The film relaxes as if this force, parallel to the surface, acted at the step. Steps of the same sign carry forces in the same direction.

The energy follows from splitting the strain into the uniform part and a relaxation with displacement field w. The elastic energy is the uniform energy, plus a cross term linear in w, plus a term quadratic in w. Since the uniform stress has no divergence, integration by parts turns the cross term into a surface term equal to −Σ F w over the steps. The quadratic term is half the work of the line forces, +½ Σ F w. The sum is

relaxation energy = −½ Σ_i F w(x_i). (6)

Each w(x_i) contains the displacement caused by every other step. A pair appears twice in (6), once from each member, so its interaction energy is W = −F w(x), where w(x) is now the surface displacement at distance x from a single line force. The uniform energy is proportional to the film volume. It gives each step the same constant force, which shifts the common equilibrium with the adatoms and does not enter the disturbance.

The field of one line force is needed next. Let the solid fill y > 0, put the force F at the origin along +x, and measure the angle θ from +x, so that 0 ≤ θ ≤ π inside the solid. Take a purely radial stress

σ_rr = −2F cosθ/(πr), σ_θθ = σ_rθ = 0. (7)

It satisfies every requirement:

- Radial equilibrium requires ∂σ_rr/∂r + σ_rr/r = 0. Since σ_rr varies as 1/r, the two terms cancel. The angular equation contains only zeros.
- Compatibility of the strains requires the stress sum σ_rr + σ_θθ to be harmonic. Acting on cosθ/r, the three terms of the Laplacian give (2 − 1 − 1) cosθ/r³ = 0.
- The free surfaces θ = 0 and θ = π carry no traction, because σ_θθ and σ_rθ vanish.
- On a half circle of radius r, the surrounding solid exerts the x force ∫σ_rr cosθ r dθ = −(2F/π)(π/2) = −F, which balances the load. The y force contains ∫cosθ sinθ dθ = 0, and radial tractions exert no torque about the origin.

On the surface, (7) gives σ_xx = −2F/(πx) for both signs of x, with σ_yy = 0. The solid cannot strain along the steps, so plane strain applies:

dw/dx = (1 − ν²)σ_xx/Y = −2(1 − ν²)F/(πYx). (8)

The pair energy therefore has the slope

dW/dx = −F dw/dx = 2(1 − ν²)F²/(πYx) = α/x,

which integrates to (1). Inserting (5) and using 1 − ν² = (1 − ν)(1 + ν),

α = 2(1 + ν)Yε²h²/[π(1 − ν)]. (9)

Both the step force and the displacement it causes are linear in ε, so α is quadratic in it. Films under tension and under compression attract alike. Steps of opposite sign would carry opposite forces and repel.

### Why the mobility is linear

Divide the step into sites of length a, and let the attachment of one atom advance one site by a. An advance over the area a² lowers the energy by fa². Detailed balance then fixes the ratio of attachment to detachment rates at exp(fa²/kT). Sharing the bias equally between the two gives the rates Γ exp(±fa²/2kT), where Γ is the rate per site at equilibrium. The mean velocity is

v = aΓ[exp(fa²/2kT) − exp(−fa²/2kT)] = 2aΓ sinh(fa²/2kT).

For fa² much smaller than kT, sinh z ≈ z, and

v = Mf, M = Γa³/kT. (10)

An unequal sharing of the bias would give the same linear term, since that term depends only on the difference of the two exponents. The law also assumes that the adatoms around every step stay at one common density, whatever the step does. Part 2 replaces this assumption by a diffusion calculation.

### The force on a displaced step

Write Δ = x_{n+k} − x_n for the signed distance from step n to its neighbour k places away. Since ∂Δ/∂x_n = −1, equation (1) gives the force +α/Δ on step n. A neighbour on the right (Δ > 0) pulls to the right, as attraction demands. All neighbours together give

f_n = α Σ_{k≠0} 1/(kL + u_{n+k} − u_n). (11)

For a uniform train the terms are α/(kL). The right-hand half of this sum diverges by itself, as does the left-hand half. The infinite train has to be understood as the limit of equal numbers of neighbours on both sides; then k and −k cancel and the uniform train is in equilibrium. Part 2 shows what changes when the train ends.

For displacement differences small compared with L,

1/(kL + δ) = 1/(kL) − δ/(k²L²) + terms of order δ²,

with δ = u_{n+k} − u_n. The first term cancels in the sum, and the second leaves

f_n = (α/L²) Σ_{k≠0} (u_n − u_{n+k})/k². (12)

This sum converges absolutely for bounded displacements. Its sign shows the instability. If step n alone moves to the right, every term is positive and the force pushes it further to the right. The pull of a neighbour grows as the distance shrinks, so a step that leaves the midpoint is drawn to the nearer side.

### The rate as a sum over neighbours

For the disturbance (3), u_{n+k} = exp(ikφ) u_n. Adding the terms k and −k turns the exponentials into a cosine:

Σ_{k≠0} [1 − exp(ikφ)]/k² = 2 Σ_{k≥1} (1 − cos kφ)/k².

The left side of (2) is s u_n, because nL does not depend on time. Therefore

s(φ) = (2Mα/L²) S(φ), S(φ) = Σ_{k≥1} (1 − cos kφ)/k². (13)

No term of S is negative, so no phase decays. At φ = 0 all terms vanish, because moving the whole train costs no energy.

### Summing the series

Consider g(φ) = φ(2π − φ) on the interval from 0 to 2π and expand it in a Fourier series. It is symmetric about φ = π, so the sine coefficients vanish. Its mean is

(1/2π) ∫₀^{2π} (2πφ − φ²) dφ = (1/2π)(4π³ − 8π³/3) = 2π²/3.

For the cosine coefficients, integrate by parts twice, using g' = 2π − 2φ and g'' = −2. The first integration leaves no boundary term, because sin kφ vanishes at both ends:

∫₀^{2π} g cos kφ dφ = −(1/k) ∫₀^{2π} g' sin kφ dφ.

The second gives

∫₀^{2π} g' sin kφ dφ = −(1/k)[g' cos kφ]₀^{2π} + (1/k) ∫₀^{2π} g'' cos kφ dφ.

The last integral is zero, since g'' is constant. The bracket is g'(2π) − g'(0) = −2π − 2π = −4π. Hence

∫₀^{2π} g cos kφ dφ = −4π/k²,

and division by π gives the coefficient −4/k². The coefficients are absolutely summable, and g continues periodically without a jump because g(0) = g(2π). The series therefore equals the function at every point:

φ(2π − φ) = 2π²/3 − 4 Σ_{k≥1} cos kφ/k². (14)

At φ = 0 the left side vanishes, so Σ1/k² = π²/6. Subtracting the cosine sum contained in (14),

S(φ) = π²/6 − [2π²/3 − φ(2π − φ)]/4 = φ(2π − φ)/4. (15)

Inserting this into (13) gives (4). The position of the maximum follows by completing the square:

φ(2π − φ) = π² − (φ − π)². (16)

The parabola has its single maximum at φ = π.

### What the distant neighbours do

At φ = π the factor 1 − cos kφ equals 2 for odd k and 0 for even k. Even neighbours move together with the step in question and do not alter its force. The nearest neighbours, k = 1, supply S₁ = 2 out of S(π) = π²/4, a share of 8/π², or 81 percent.

At small phase the balance reverses. Nearest neighbours alone would give S₁ = 1 − cos φ ≈ φ²/2, while the full sum gives S ≈ πφ/2. The ratio π/φ grows without limit for long waves. In terms of the wavenumber κ = φ/L, the long-wave rate is

s ≈ πMακ/L, (17)

linear in κ. A nearest-neighbour code can thus place the fastest mode correctly at φ = π and still be badly wrong for slow, long disturbances.

The maximum is broad. Relative to its top value,

s(φ)/s(π) = 1 − (1 − φ/π)². (18)

A pattern with φ = π/2, which repeats every four steps, grows at 3/4 of the top rate. Pairing is the fastest mode, but it is followed closely by others.

### Numerical tests of the rate law

The unexpanded forces were summed directly over 20,000 neighbours on each side, with displacements of 10⁻⁵L, at φ = 0.3, 1.0, 2.2, π, 4.5 and 5.7. The calculation was made with the attraction alone and with the short-range repulsion of Part 2 added. The largest relative departure from the closed law was 1.1 × 10⁻⁴. Its size is explained by the cut-off. Leaving out neighbours beyond K removes about 1/K = 5 × 10⁻⁵ from S, and the smallest S in the set is 0.3(2π − 0.3)/4 = 0.449; the quotient is 1.1 × 10⁻⁴. A scan in steps of one degree placed the maximum at 180 degrees.

A second test followed the nonlinear motion of a periodic train of 16 steps, started from random displacements of order 10⁻⁵L and run for a time 0.3 L²/(Mα). The growth of all 15 non-uniform modes agreed with (4) to a relative error of at most 9.7 × 10⁻⁵.

A periodic train of N steps admits only the phases 2πm/N with integer m. If N is odd, φ = π is not among them. The nearest phase is π(1 − 1/N), and by (18) its rate falls short of s(π) by the fraction 1/N².

## Part 2. Pairing at finite amplitude, limits and a worked example

### Symbols and results carried over

Steps of height h and mean spacing L have displacements u_n. The pair energy per length is α ln|x|, a step moves with velocity M times its own force per length, and φ is the phase shift per step. The misfit strain is ε, the Young modulus Y and the Poisson ratio ν. Part 1 found

s(φ) = (Mα/2L²) q, q = φ(2π − φ), s(π) = π²Mα/(2L²),

α = 2(1 + ν)Yε²h²/[π(1 − ν)], M = Γa³/kT,

where Γ is the attachment rate per site, a the site length and kT the thermal energy. The cosine sum Σ_{k≥1} cos kφ/k² equals π²/6 − q/4.

### Pairing beyond the linear regime

The alternating pattern u_n = (−1)ⁿu can be followed to the point where steps meet. Take an even step, displaced by +u. All other even steps have the same displacement and lie at multiples of 2L on both sides, so their forces cancel. The odd steps lie at the signed distances g + 2jL, where j is any integer and g = L − 2u is the shortened gap. The force is

f = α Σ_j 1/(g + 2jL), (19)

summed symmetrically. The closed form follows from the Fourier series of cos zθ on −π ≤ θ ≤ π, for z not an integer. Its mean is sin(πz)/(πz), and its cosine coefficients are

(1/π) ∫ cos zθ cos kθ dθ = (−1)ᵏ (sin πz/π)[1/(z + k) + 1/(z − k)].

At θ = π the factor cos kπ = (−1)ᵏ removes the alternating sign. Dividing by sin πz and multiplying by π gives

π cot πz = 1/z + Σ_{k≥1} [1/(z + k) + 1/(z − k)]. (20)

With z = g/(2L) = 1/2 − u/L, equation (19) becomes

f = (πα/2L) cot(πg/2L) = (πα/2L) tan(πu/L).

Odd steps feel the opposite force by mirror symmetry, so the pattern keeps its form and

du/dt = (πMα/2L) tan(πu/L). (21)

For small u the right side is π²Mαu/(2L²), which is s(π)u, obtained here without the series of Part 1. To integrate (21), differentiate sin(πu/L). The cosine from the chain rule cancels the denominator of the tangent, leaving

d/dt sin(πu/L) = s(π) sin(πu/L).

Starting from u₀, the solution and the time at which the steps meet, u = L/2, are

sin(πu/L) = sin(πu₀/L) exp[s(π)t],

t_meet = ln[1/sin(πu₀/L)]/s(π). (22)

The growth is faster than exponential towards the end, because the pull on a close neighbour rises as 1/g. A numerical integration of eight steps with u₀ = 0.01L, carried to 90 percent of the meeting time, agreed with (22) to within one part in 10⁵ of the displacement.

For straight steps with logarithmic attraction and local mobility, pairing is the fastest-growing disturbance, and its motion has been followed until the steps meet. It remains to see how short-range repulsion, adatom exchange, thermal meandering and the ends of the train change this result, and to work through an example and compare the model with a real film.
